# Decay of the First Two Even Modes in a Double-Gate Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: the result from the matching condition

### The result

A semiconductor film of thickness \(2a\) and permittivity \(\varepsilon_s\) lies between two equal insulators of thickness \(b\) and permittivity \(\varepsilon_i\). Each insulator is covered by a gate. The source disturbs the potential of the film, and the disturbance dies away along the channel as a sum of modes, each proportional to \(e^{-kx}\). Let \(k_1\) be the smallest decay rate, that of the fundamental mode, and \(k_3\) the rate of the next mode that is even across the film. With

\[
r=\frac{\varepsilon_s}{\varepsilon_i},\qquad \ell=a+rb,\qquad s=\frac{b}{\ell},
\]

the ratio of the two rates, for fixed \(r\) and small \(s\), is

\[
\frac{k_3}{k_1}=3\left[1+\frac{2\pi^2}{3}\,r(r^2-1)\,s^3+O(s^5)\right].
\tag{1}
\]

The next even mode therefore decays three times faster than the fundamental in the limit of a thin insulator. The factor is a limit and not an identity, except when \(r=1\), where it holds at any thickness. "Thin" means that both \(b\) and the electrical thickness \(rb\) are small compared with \(a\). A small \(b/a\) does not suffice when \(r\) is large.

The subscripts 1 and 3 count quarter waves across half of the structure. The rate \(k_2\) belongs to a mode that is odd across the film and lies between the two.

### The equation for the disturbance

Let \(x\) run along the channel, away from the source at \(x=0\), and let \(y\) run across the film, with \(y=0\) at its middle. The film occupies \(|y|<a\), and the gates are at \(|y|=a+b\). Nothing depends on the third direction. In atomic units, with relative permittivities, the electrostatic potential \(\psi\) obeys

\[
\nabla\cdot(\varepsilon\nabla\psi)=-4\pi\rho .
\]

Far from source and drain the potential depends on \(y\) alone. Call this long-channel solution \(\psi_0(y)\), and write \(\psi=\psi_0+\phi\). Suppose that the fixed charge does not vary with \(x\) and that the mobile charge is negligible, as it is in the interior of a channel below threshold. Then \(\psi\) and \(\psi_0\) have the same charge density, and subtracting their equations gives

\[
\nabla\cdot(\varepsilon\nabla\phi)=0 .
\tag{2}
\]

Both potentials take the same values on the gates, so \(\phi=0\) there. Doping and gate voltage have dropped out of the equation. They affect how strongly each mode is excited, through the difference between the source potential and \(\psi_0\), but not how fast it decays.

Try a product \(\phi=f(y)X(x)\). Since \(\varepsilon\) depends on \(y\) alone, (2) becomes \(\varepsilon fX''+(\varepsilon f')'X=0\). Dividing by \(\varepsilon fX\) leaves a function of \(x\) plus a function of \(y\) equal to zero, so each is constant. Call the first constant \(k^2\):

\[
X''=k^2X,\qquad -(\varepsilon f')'=k^2\varepsilon f .
\tag{3}
\]

The constant is positive. To see this, multiply the second equation by \(f\) and integrate between the gates. Because \(f\) vanishes there and \(\varepsilon f'\) is continuous at the interfaces, integration by parts leaves no boundary term:

\[
k^2=\frac{\int\varepsilon f'^2\,dy}{\int\varepsilon f^2\,dy}>0 .
\]

The solution that dies away from the source is \(X=e^{-kx}\) with \(k>0\). The decay length of the potential is \(1/k\).

Two modes with different rates are orthogonal with weight \(\varepsilon\). Multiply the equation for \(f_m\) by \(f_n\), subtract the same expression with \(m\) and \(n\) exchanged, and integrate. The derivative terms cancel after integration by parts, which leaves

\[
(k_m^2-k_n^2)\int\varepsilon f_mf_n\,dy=0 .
\tag{4}
\]

This relation will give the amplitudes of the modes at the source.

### Matching film and insulator

Within each layer \(\varepsilon\) is constant, so \(f''=-k^2f\). For an even mode it is enough to treat \(y\ge0\). The solution even about \(y=0\), and the solution that vanishes at the gate, are

\[
f=D\cos ky\quad(y<a),\qquad f=B\sin k(a+b-y)\quad(a<y<a+b).
\]

At \(y=a\) the potential is continuous. So is the normal displacement \(\varepsilon f'\), provided that no interface charge varies with \(x\). The derivative of the film solution is \(-kD\sin ka\), and that of the insulator solution is \(-kB\cos kb\). Cancelling the common factor \(-k\) gives

\[
D\cos ka=B\sin kb,\qquad \varepsilon_sD\sin ka=\varepsilon_iB\cos kb .
\]

A solution with \(D\) and \(B\) not both zero exists when the determinant of these two equations vanishes. After division by \(\varepsilon_i\) this reads

\[
\cos ka\cos kb-r\sin ka\sin kb=0 .
\tag{5}
\]

Where the cosines do not vanish, this is equivalent to \(\tan ka\,\tan kb=1/r\). The tangent form has many branches, and it does not show at once which root belongs to which mode. An angle removes the difficulty. Define \(A(\theta)\) as the continuous function with \(A(0)=0\) and

\[
\cos A=\frac{\cos\theta}{R},\qquad \sin A=\frac{r\sin\theta}{R},\qquad R=\sqrt{\cos^2\theta+r^2\sin^2\theta}.
\]

These two expressions have squares that sum to one, so the angle exists, and \(R\) is never zero. It is the continuous continuation of \(\arctan(r\tan\theta)\). With \(\theta=kb\), the left side of (5) is \(R(\cos ka\cos A-\sin ka\sin A)=R\cos(ka+A)\). The even modes therefore satisfy

\[
F(k)\equiv ka+A(kb)=\frac{m\pi}{2},\qquad m=1,3,5,\dots
\tag{6}
\]

For a mode odd in \(y\), the film solution is \(D\sin ky\), with derivative \(kD\cos ka\). The conditions at \(y=a\) become \(D\sin ka=B\sin kb\) and \(\varepsilon_sD\cos ka=-\varepsilon_iB\cos kb\). Their determinant gives \(\sin ka\cos kb+r\cos ka\sin kb=0\), which is \(R\sin(ka+A)=0\). The odd modes therefore satisfy the same equation (6) with \(m=2,4,\dots\).

Differentiating \(\arctan(r\tan\theta)\) gives the slope of the phase:

\[
A'(\theta)=\frac{r\sec^2\theta}{1+r^2\tan^2\theta}=\frac{r}{\cos^2\theta+r^2\sin^2\theta}=\frac{r}{1+(r^2-1)\sin^2\theta}.
\tag{7}
\]

It is positive, so \(F\) rises steadily from zero. Each \(m\) has one root, and the roots are ordered by \(m\). The even mode that follows the fundamental is \(m=3\).

The order matters in practice. A source whose departure from \(\psi_0\) is even in \(y\) does not excite the mode \(m=2\), because the overlap integral of an even and an odd function vanishes. If the two gates are biased differently, \(\psi_0\) is no longer even. A uniform source contact then excites \(m=2\) as well. If the insulator is thin in the sense given above, the slowest correction to the fundamental then decays about twice as fast as the fundamental, not three times.

Equation (6) was compared with a numerical diagonalization of the layered operator in (3), which makes no use of the matching. For \(r=0.3,\,0.6,\,1,\,2,\,5\), each with \(b/a=0.05,\,0.2,\,0.45\), the rates for \(m=1,2,3\) agreed to within two parts in \(10^5\).

### The thin-insulator limit

For small \(\theta\), use \(\tan\theta=\theta+\theta^3/3+\dots\) and \(\arctan u=u-u^3/3+\dots\) with \(u=r\tan\theta\). The linear term of \(A\) is \(r\theta\). The cubic term receives \(r\theta^3/3\) from the tangent and \(-r^3\theta^3/3\) from the arctangent. Hence

\[
A(\theta)=r\theta-\frac{r(r^2-1)}{3}\theta^3+O(\theta^5).
\tag{8}
\]

Keep the linear term first. Equation (6) becomes \(k(a+rb)=m\pi/2\), or

\[
k_m\simeq\frac{m\pi}{2\ell},\qquad \frac{k_3}{k_1}\simeq3 .
\tag{9}
\]

To this order each insulator acts as an extra thickness \(rb\) of film material, with the gate at its far side. The extra thickness changes both decay lengths, and by a first-order amount. It changes them by the same factor, so it leaves the ratio alone. This is why, as long as the insulator is thin in the sense given above, the factor three is less sensitive to it than either decay length is.

Now keep the cubic term. Moving it to the right side of (6) gives

\[
k\ell=q+\frac{r(r^2-1)}{3}(kb)^3+O\big((kb)^5\big),\qquad q=\frac{m\pi}{2}.
\]

In the small term it is enough to insert the leading value \(k=q/\ell\), so that \(kb=qs\). The error of this replacement is of order \(s^6\). Dividing by \(q\),

\[
\frac{k_m\ell}{q}=1+\frac{r(r^2-1)}{3}\,q^2s^3+O(s^5).
\tag{10}
\]

The ratio for \(m=3\) and \(m=1\) contains the difference of the two values of \(q^2\), which is \(9\pi^2/4-\pi^2/4=2\pi^2\). Therefore

\[
\frac{k_3}{k_1}=3\left[1+\frac{r(r^2-1)}{3}\,2\pi^2s^3+O(s^5)\right],
\]

which is (1). The coefficient was tested against the roots of (6) for \(r=0.5\) and \(r=3\). At \(s=0.004\) the predicted correction was right to within one percent of itself, and its relative error fell about fourfold when \(s\) was halved, as a remainder of order \(s^5\) requires.

### On which side of three the ratio lies

The sign of the correction is that of \(r-1\). A short argument proves this beyond the expansion whenever \(k_3b<\pi/2\). On the interval \(0<\theta<\pi/2\), \(\sin^2\theta\) rises, so by (7) the slope \(A'\) falls if \(r>1\). The function \(F\) is then concave on the range of interest and starts from \(F(0)=0\), so \(F(k)/k\) decreases with \(k\). Comparing its values at the two roots,

\[
\frac{\pi/2}{k_1}>\frac{3\pi/2}{k_3}\quad\Longrightarrow\quad\frac{k_3}{k_1}>3\qquad(r>1).
\]

If \(r<1\), the slope rises, \(F\) is convex, and the inequality is reversed. If \(r=1\), then \(A(\theta)=\theta\), \(F=k(a+b)\), and the ratio is three for any \(b\).

The condition \(k_3b<\pi/2\) can be put in terms of thicknesses. At \(k=\pi/(2b)\) the phase is \(A(\pi/2)=\pi/2\), so \(F=\pi a/(2b)+\pi/2\). Since \(F\) is increasing, \(k_3\) lies below \(\pi/(2b)\) when this value exceeds \(3\pi/2\), that is, when \(a>2b\). The diagonalizations listed above all satisfy this condition, and they gave the predicted side of three for each \(r\neq1\).

### Why small physical thickness is not enough

Let \(b/a\) be small but let \(r\) be so large that \(rb\) is comparable with \(a\). For the modes of interest \(kb\) is still small, so \(\tan kb\simeq kb\), and the tangent form of (5) becomes

\[
ka\tan ka\simeq\frac{a}{rb}.
\tag{11}
\]

When \(rb\ll a\) the right side is large, and \(ka\) is close to \(\pi/2\) and \(3\pi/2\), which gives the ratio three again. When \(rb\gg a\) the right side is small. The first root then follows from \((ka)^2\simeq a/(rb)\), whereas the next even root tends to \(ka=\pi\). The ratio tends to \(\pi\sqrt{rb/a}\) and grows without limit.

In that opposite regime the gates control the film weakly. The fundamental is nearly uniform across the film, and its decay length \(\sqrt{rab}\) is set by the insulator capacitance. The next even mode still has to fit its variation inside the film, so its decay length stays near \(a/\pi\). The two lengths then have different origins, and no fixed ratio connects them. At the crossover \(rb=a\), with \(b/a=0.01\), diagonalization gives a ratio of 3.98. An insulator a hundred times thinner than the half film thus misses the factor three by about a third.

## Second half: the result from a weighted string, and what it means in a device

### Symbols and results carried over

The film has half thickness \(a\), each insulator has thickness \(b\), and \(r=\varepsilon_s/\varepsilon_i\). The combinations \(\ell=a+rb\) and \(s=b/\ell\) are the electrically lengthened half thickness and the small parameter. A mode \(f(y)e^{-kx}\) obeys \(-(\varepsilon f')'=k^2\varepsilon f\), vanishes at the gates, and has continuous \(f\) and \(\varepsilon f'\). Its label \(m\) is odd for modes even in \(y\), and \(q=m\pi/2\). The first half obtained the mode condition (6), \(ka+A(kb)=q\), with \(A\) the continuous branch of \(\arctan(r\tan\theta)\), and from it the ratio (1). The derivation below starts again from the differential equation and uses neither (6) nor its expansion.

The matching condition has given the ratio (1), shown on which side of three it lies when \(a>2b\), and shown that the factor three fails when \(rb\) is not small compared with \(a\). It remains to derive (1) independently from the equation of a weighted string and to see what it means in a silicon device.
